Debye Screening by Oxygen Vacancies in Hafnia: Estimate and Validity

**Definitions and conventions**

An oxygen vacancy that has lost two electrons carries the charge q = 2e relative to the perfect crystal, where e > 0 is the elementary charge. Let such vacancies have the mean density n = 10²⁰ cm⁻³ and be free to move. They are neutralized by acceptors of charge −e and density 2n, which stay fixed. The acceptors are treated as a uniform background, and electrons and holes are left out. The lattice has the permittivity ε = ε_r ε₀ with ε_r = 30, and T = 300 K. The potential φ is zero in the neutral bulk, and k is Boltzmann's constant except where it denotes a wave number.

Two further quantities decide whether a continuum description is allowed. The ion-sphere radius a is that of a sphere holding one vacancy on average, and the coupling Γ compares the repulsion of two vacancies a distance a apart with kT:

(4π/3) a³ n = 1,  Γ = q²/(4πε a kT).

**Back-of-envelope estimate**

Suppose that all vacancies leave a layer of thickness L. The bare acceptors have the charge density −qn, because 2n charges of −e equal n charges of −q. The field grows linearly across the layer to qnL/ε, so the potential difference is qnL²/(2ε). Thermal motion can pay for this when the energy q·qnL²/(2ε) is about kT/2, the thermal energy of one direction of motion. Then

L² = εkT/(q²n).

The choice of kT/2 rather than kT fixes the numerical factor here; the derivation below confirms it. For the numbers, write L² = ε(kT/q)/(qn), with

ε = 30 × 8.854×10⁻¹² F/m = 2.656×10⁻¹⁰ F/m,
kT/q = 12.93 mV,
qn = 2 × 1.602×10⁻¹⁹ C × 10²⁶ m⁻³ = 3.204×10⁷ C/m³.

This gives L² = 1.07×10⁻¹⁹ m², or L = 0.33 nm.

The same estimate carries its own warning. The mean spacing n^(−1/3) is 2.15 nm, more than six times L. A layer much thinner than the distance between the charges is supposed to screen them.

**The linear screening length**

In equilibrium the electrochemical potential of the vacancies is uniform. If they are dilute and their correlations are neglected, it is kT ln n(x) + qφ(x) plus a constant, so

n(x) = n exp(−qφ/kT).

Poisson's equation, with the fixed charge −qn included, reads

φ'' = −(qn/ε)[exp(−qφ/kT) − 1].

For |qφ| ≪ kT the bracket is −qφ/kT, and

φ'' = φ/λ²,  λ = √(εkT/(q²n)) = 0.327 nm.

The solution that vanishes in the bulk is φ(0) exp(−x/λ). Numerical solutions of the full equation for weak interface fields of +0.01 and −0.01 MV/cm agree with this: half their difference, in which the quadratic correction cancels, decays with the length 0.3273 nm.

The acceptors do not enter λ because their density does not respond to φ. If they could move, their response would add 2n·e² to the vacancies' n·4e², and λ would be shorter by the factor √(4/6) = 0.82.

Since λ ∝ √(ε_r T) at fixed density, moderate uncertainties in ε_r and T matter little. With all else fixed, ε_r = 20 gives 0.267 nm and ε_r = 40 gives 0.378 nm. Heating to 400 K at fixed permittivity also gives 0.378 nm. The quoted 0.33 nm is thus correct as the value of the formula. What it means is a separate question.

**First limit: the size of the potential**

Linearization needs |u| ≪ 1, where u = qφ/kT. Without it, Poisson's equation is

u'' = (1 − e^(−u))/λ².

Multiply by u' and integrate from the bulk, where u = u' = 0:

(λu')²/2 = u + e^(−u) − 1.

Take a field E = 1 MV/cm in the oxide at the interface, a rough value for switching hafnia films. The linear surface potential is Eλ = 32.7 mV, so λ|u'| = 32.7/12.93 = 2.53 and the left side is 3.20. The equation has two roots:

- u = 4.19, or 54.2 mV, when vacancies are driven away (depletion);
- u = −1.79, or −23.2 mV, when they are drawn in (accumulation).

The asymmetry has a simple origin. Depletion can expose no more than the fixed density qn, so the layer must widen. Accumulation can pile up charge, here to e^1.79 ≈ 6 times the bulk density. The linear result reaches kT/q already at 0.39 MV/cm, so at switching fields the simple exponential fails near the interface even within continuum theory; only the far tail still decays with λ.

Accumulation has a ceiling too. With 8 oxygen sites in a cell of edge roughly 0.51 nm, the site density is N_O = 6.0×10²² cm⁻³. In the bulk 0.17% of the sites are vacant, so competition for sites is negligible there. The Boltzmann density would reach N_O at

|φ| = (kT/q) ln(N_O/n) = 83 mV,

and the formula must fail before that.

**Second limit: too few charges**

Insert n = 3/(4πa³) into the definition of λ:

a²/λ² = q²na²/(εkT) = 3q²/(4πε a kT) = 3Γ,

λ/a = 1/√(3Γ).

Here a = 1.34 nm and Γ = 5.56, so λ/a = 0.245. A sphere of radius λ holds (λ/a)³ = 0.015 vacancies on average. A smooth density inside it can be only a statistical average, not a cloud of many charges.

To see what goes wrong, apply the linear theory to the surroundings of one vacancy. For a spherical potential, φ'' is replaced by (rφ)''/r, so rφ obeys (rφ)'' = rφ/λ². Matching to the bare charge at small r gives

φ = q exp(−r/λ)/(4πεr).

The density of other vacancies, divided by n, is the pair distribution g(r). In linear theory

g = 1 − qφ/kT = 1 − (Γa/r) exp(−r/λ).

This is negative for r < 0.75 nm, which no density can be. The missing charge shows the scale of the error. The number of vacancies missing within r is

∫₀^r n(1 − g)4πs² ds = (3Γ/a²) ∫₀^r s exp(−s/λ) ds = 1 − (1 + r/λ) exp(−r/λ),

where 3Γλ²/a² = 1 was used. It tends to 1 at large r, as it must for the missing charge to cancel q. Within r = λ it is 1 − 2/e = 0.264. Yet only 0.015 vacancies are there to be removed, so the linear theory asks for 18 times too many.

This is the physical reason for the failure. A positive vacancy is screened by pushing away other positive vacancies, which exposes acceptors. The acceptor charge is fixed and thinly spread, so a region fully emptied of other vacancies must have radius a to hold the charge −q. More heat or a higher permittivity can widen the cloud, but nothing in this model can squeeze the compensating charge well inside a.

**An energy test**

The interaction energy per vacancy is half the sum of the pair repulsion weighted with the excess density:

U/(NkT) = ½ ∫₀^∞ n (Γa/r)(g − 1)4πr² dr.

With the linear g this becomes

U/(NkT) = −(3Γ²/(2a)) ∫₀^∞ exp(−r/λ) dr = −3Γ²λ/(2a) = −Γ√(3Γ)/2,

or −11.3 for our case.

A lower bound follows from the fact that field energy is never negative. Replace every point ion by a uniformly charged ball of radius a, and leave the background as it is. Three changes must be counted.

1. The mutual energy of two balls does not exceed that of two points, since averaging 1/r over a ball never gives more than its value at the centre.
2. Each ball has a self-energy. Its outside field contributes ½·q²/(4πεa). Inside, the field grows as r and contributes one fifth of that. The sum is (3/5)q²/(4πεa).
3. The background potential has the Laplacian qn/ε, so its average over a sphere of radius r exceeds the central value by qnr²/(6ε). In a ball the mean of r² is 3a²/5. The energy per ion therefore rises by q²na²/(10ε) = (3/10)q²/(4πεa).

The total field energy of the smeared system is non-negative, hence

0 ≤ U + N(3/5 + 3/10) q²/(4πεa),

U/(NkT) ≥ −0.9Γ.

For our Γ the bound is −5.0, and the linear value of −11.3 violates it. In general the violation begins when √(3Γ)/2 > 0.9, that is, for Γ > 1.08.

**What λ still means**

One result containing λ survives at strong coupling, as long as the ions form a conducting fluid in equilibrium. Apply a weak external potential φ₀ cos(**k**·**r**). The perturbation energy is qφ₀A, where A = Σⱼ cos(**k**·**rⱼ**). To first order, classical statistics gives the mean of A as −qφ₀⟨A²⟩/kT. Define the structure factor S(k) = ⟨|Σⱼ exp(i**k**·**rⱼ**)|²⟩/N, so that ⟨A²⟩ = NS/2. The density amplitude is 2⟨A⟩ divided by the volume:

δn = −nS(k) qφ₀/kT.

This density creates a potential of amplitude qδn/(εk²). A conductor cancels a slowly varying static potential, so φ₀ + qδn/(εk²) → 0 as k → 0. Inserting δn gives

S(k) → εkT k²/(q²n) = k²λ².

In the middle expression kT is the thermal energy and k² the squared wave number. So λ² sets the strength of the long-wave density fluctuations; it is not the squared radius of a cloud. Nor does it set the density response: inserting this S(k) gives δn = −εk²φ₀/q, from which λ has cancelled. That is simply the density needed to cancel the applied potential.

This also restricts the cloud. The structure factor is related to g by

S(k) = 1 − ∫ n(1 − g)[sin(kr)/(kr)] 4πr² dr.

Expand sin(kr)/(kr) = 1 − k²r²/6 + …. The constant terms cancel, since one vacancy in total is missing. The k² terms give

∫ n(1 − g) r² 4πr² dr = 6λ² = 2a²/Γ.

If g stayed between 0 and 1, this integral would be smallest for a completely empty sphere of radius a, for which it is 3a²/5. That requires 2/Γ ≥ 3/5, or Γ ≤ 10/3. Our Γ is larger, so g must exceed 1 somewhere: beyond the hole lies a shell with more vacancies than average, and the screening charge changes sign.

The nonlinear Poisson-Boltzmann equation around one ion cannot repair this. It has g = e^(−u) and ∇²u = (1 − e^(−u))/λ². At a negative minimum of u the left side would be at least zero and the right side negative, so u never becomes negative and g never exceeds 1. For Γ > 10/3 the missing excess shell is therefore due to the neglect of correlations, not to the linearization. The nonlinear equation does mend other faults. Since 0 ≤ g ≤ 1 with one vacancy missing, its energy cannot fall below that of the empty sphere, −0.75Γ, so it respects the bound. At our Γ it gives about −3.8 kT, with g = ½ near 1.2 nm.

**Comparison with discrete ions**

A Monte Carlo calculation with 128 ions in a periodic cube, over the same uniform background, treats the correlations directly. At Γ = 5.56 it gives:

- Energy per ion: −4.2 kT, above the bound of −5.0 kT. The linear value is 2.7 times as large in magnitude.
- Radius where g = ½: 1.37 nm, close to a. Linear theory puts it at 0.91 nm.
- Mean g between 1.7a and 2.1a: 1.04, in line with the required excess shell.
- S at the smallest wave number of the cube: 0.037, against k²λ² = 0.036.

The last two lines belong together: the long-wave fluctuations follow λ although the local structure does not.

For contrast, consider the density at which λ = a, with ε and T held fixed. This needs Γ = 1/3. Since Γ ∝ 1/a ∝ n^(1/3), the density is n/(3Γ)³ = 2.2×10¹⁶ cm⁻³. There the linear energy is −0.167 kT and the simulated one −0.14 kT, a discrepancy of about a fifth of the simulated value. Linear theory is thus becoming usable, and it improves as n falls further. But λ is then 22 nm, more than the thickness of a typical film of roughly 10 nm. Lowering the density cures the coupling and removes the bulk in which a screening layer could form.

**Do the vacancies move in time?**

All of this assumes equilibrium. Let a vacancy jump a distance h at the total rate R = ν exp(−E_m/kT), with independent directions. The cross terms in the squared displacement average to zero, so ⟨r²⟩ = Rth². The time to wander a distance a is

t = a²/(Rh²).

Take the rough values h = 0.26 nm and ν = 10¹³ Hz. A barrier E_m = 0.7 eV gives about 1.5 s, and 1.0 eV gives about 1.7×10⁵ s, or two days. A field of 1 MV/cm lowers the barrier for a forward jump by about qEh/2 = 0.026 eV, which is one kT and speeds those jumps by a factor near e^1 ≈ 2.7. In a microsecond pulse at 300 K such vacancies are therefore frozen, provided the macroscopic field is what acts on the jump. Heating or a strongly enhanced local field can undo this: at 500 K a barrier of 0.7 eV already allows about one jump per microsecond. The following holds for the frozen case. They act as fixed charge, and no ionic Debye length applies to the pulse.

**The estimate beside a real film**

The permittivity, the field and the thickness used here are rough but typical of ferroelectric hafnia. The vacancy density is an assumption and can differ greatly between films. The acceptor density of 2×10²⁰ cm⁻³ is below 1% of the hafnium sites, which are half as numerous as the oxygen sites. Four features of real films shift the result.

- **Pairing.** At roughly 0.22 nm, a vacancy and an acceptor attract with qe/(4πεr) = 0.44 eV, about 17 kT. The bulk permittivity is doubtful at this distance, but the size suggests strong binding. Since the acceptors are fixed, a bound vacancy is trapped, and the density of free vacancies has been overestimated. For binding of this size, with 8 oxygen sites around each acceptor and half of the acceptors occupied, the free fraction is roughly (N_O/8n) e^(−17), a few parts per million, so the free-fluid model would no longer describe the film. Trapped vacancies can still screen by redistributing among the acceptors, but only as fast as they escape. Only if a pair could move as a unit would the mobile charge be e. Then λ would double to 0.65 nm and Γ would fall fourfold to 1.39. The linear energy would still violate its bound, though an excess shell would no longer be required.
- **Atomic structure.** The computed λ is less than the cell edge of 0.51 nm. A macroscopic permittivity has no clear meaning on that scale.
- **Discreteness at the interface.** Ending a field of 1 MV/cm takes εE/q = 0.083 vacancies per nm², which are 3.5 nm apart. The planar potentials found above are at best lateral averages.
- **Polarization.** Compensating a rough 20 µC/cm² by depletion alone needs a thickness P/(qn) = 6.2 nm, a large part of the film and 19 times λ. The field at the interface would be P/ε = 7.5 MV/cm, which is above the roughly 4 to 6 MV/cm at which hafnia films typically break down. The thickness therefore only shows the scale of the problem; depletion alone is not a realistic way to compensate this polarization. In a capacitor with metal electrodes, electrode charge can do most of it instead.

The screening results above rest on mobile vacancies in equilibrium. If the vacancies are frozen, they cannot rearrange, and there is no ionic screening length to quote. If they have had time to equilibrate, the hole around each vacancy has a radius of about 1.3 nm in this model. For a uniform acceptor background, the value 0.33 nm then gives the strength of the density fluctuations at wavelengths well above a, through S(k) = k²λ². It is not the radius of the charge cloud around a vacancy, and the layer at a real interface needs a separate calculation.

In a real film the acceptors sit at separate sites, and their density varies from place to place. At long wavelengths neutrality makes the vacancies follow it, with δn equal to half the acceptor variation. For independent random sites this static pattern adds (1/4)(2n)/n = 1/2 to S(k), far more than k²λ². The law then describes only the thermal fluctuations about that pattern. The numerical output lists the values used.

Values computed for the example and the checks

```
Temperature: 300 K
Relative permittivity: 30
Vacancy density: 1e+20 cm^-3
Fixed acceptor density: 2e+20 cm^-3
Thermal potential kT/q: 12.93 mV
Debye length, formula: 0.3273 nm
Debye length, numerical PB decay: 0.3273 nm
Debye length at permittivity 20: 0.2673 nm
Debye length at permittivity 40: 0.378 nm
Debye length at 400 K: 0.378 nm
Gamma at 400 K, same permittivity: 4.168
Ion-sphere radius a: 1.337 nm
Mean spacing n^(-1/3): 2.154 nm
Debye length / a: 0.2449
Vacancies in Debye sphere: 0.01469
Coupling Gamma: 5.557
Linear cloud fraction inside Debye length: 0.2642
Linear g(r) negative below: 0.7504 nm
Radius where g=1/2, linear: 0.913 nm
Radius where g=1/2, Monte Carlo: 1.37 nm
Mean g for r/a 1.7 to 2.1, Monte Carlo: 1.037
Energy per ion, linear theory: -11.34 kT
Energy per ion, Monte Carlo: -4.22 kT
Energy per ion, lower bound: -5.001 kT
Lower-bound coefficient: 0.9
bcc energy / Gamma: -0.8959 kT
Gamma where linear energy breaks bound: 1.08
Gamma above which g must exceed 1: 3.333
Number of simulated ions: 128
Smallest-k S(k), Monte Carlo: 0.037
Smallest-k S(k), k^2 lambda^2: 0.0359
Energy at Gamma=1/3, linear theory: -0.1667 kT
Energy at Gamma=1/3, Monte Carlo: -0.14 kT
Density where Debye length equals a: 2.16e+16 cm^-3
Debye length and a at that density: 22.3 nm
Interface field of example: 1 MV/cm
Linear surface potential: 32.73 mV
Depletion surface potential: 54.18 mV
Accumulation surface potential: -23.16 mV
Field giving linear potential kT/q: 0.3949 MV/cm
Vacancies screening that field: 0.0829 nm^-2
Their lateral spacing: 3.47 nm
Rough cell edge: 0.51 nm
Oxygen-site density: 6.03e+22 cm^-3
Vacant oxygen-site fraction: 0.17 %
Accumulation magnitude at full sites: 82.8 mV
Rough polarization: 20 uC/cm2
Depletion thickness to match it: 6.24 nm
Rough acceptor-vacancy distance: 0.22 nm
Attraction there with bulk permittivity: 0.44 eV
Attraction / kT: 17
Debye length if mobile charge is e: 0.6547 nm
Gamma if mobile charge is e: 1.389
Rough hop length: 0.26 nm
Rough attempt rate: 1e+13 Hz
Time to wander a, barrier 0.7 eV: 1.5 s
Time to wander a, barrier 1.0 eV: 1.7e+05 s
```
